# Surface Scattering in Thick Metal Films: Resistivity, Thickness and Stress, part 2

A flat metal film fills $0<z<d$ and carries a weak current along $x$. Scattering at its two surfaces raises its resistivity $\rho=1/\sigma$ above the bulk value $\rho_0=1/\sigma_0$. What does this do to a thickness found from the film's resistance, and to a stress found with that thickness?

In atomic units the electron has charge $-1$ and mass 1, and $\hbar=1$. The electron density is $n$, the Fermi wave number $k_F$, the bulk relaxation time $\tau$ and the mean free path $\lambda=k_F\tau$. The equilibrium Fermi function is $f_0(\varepsilon)$, and a prime means an energy derivative. For a spherical Fermi surface,

$$
\sigma_0 = n\tau = \frac{n\lambda}{k_F},
\qquad \rho_0 = \frac{k_F}{n\lambda}. \tag{8}
$$

At each surface a fraction $p$ of the electrons is reflected as by a mirror; the rest lose all their drift. With $\mu=|v_z|/v$ and

$$
\kappa = \frac{d}{\lambda}, \qquad u = e^{-\kappa/\mu}, \tag{11}
$$

the conductivity is

$$
\frac{\sigma}{\sigma_0} = 1 - \frac{3(1-p)}{2\kappa}
\int_0^1 (\mu-\mu^3)\,\frac{1-u}{1-pu}\,d\mu . \tag{15}
$$

This separates exactly into

$$
\frac{\sigma}{\sigma_0} = 1-\delta+R,
\qquad
\delta = \frac{3(1-p)}{8\kappa} = \frac{3\lambda(1-p)}{8d}, \tag{17}
$$

where $R$ comes from electrons that cross the film without a bulk collision, and

$$
0 \le R \le \delta\, e^{-\kappa}. \tag{19}
$$

If $R$ is negligible, the resistivity increase is $\delta/(1-\delta)$.

In a thick film, electrons reach a surface with full bulk drift and leave with a deficit that decays as $e^{-z/(\lambda\mu)}$. Integrated over depth, one surface removes the current of a layer of thickness

$$
\frac34(1-p)\lambda\int_0^1(\mu-\mu^3)\,d\mu
= \frac{3\lambda(1-p)}{16}. \tag{25}
$$

Two surfaces give the missing conducting thickness

$$
\ell = \frac{3\lambda(1-p)}{8} = d\,\delta . \tag{26}
$$

If the specular fraction depends on angle, $p$ is replaced here by

$$
\bar p = 4\int_0^1(\mu-\mu^3)\,p(\mu)\,d\mu . \tag{27}
$$

### Thickness from sheet resistance

The sheet resistance of the film is $R_s = \rho/d$. If the surfaces are ignored and the bulk resistivity is used to find the thickness, the result is an apparent thickness

$$
d_a = \frac{\rho_0}{R_s} = d\,\frac{\rho_0}{\rho}
= d\,\frac{\sigma}{\sigma_0} = d-\ell+dR . \tag{29}
$$

For a thick film the last term is negligible. The error is then a fixed length, independent of $d$, and it can be added back:

$$
d \simeq d_a + \frac{3\lambda(1-p)}{8}. \tag{30}
$$

The same relation reads $1/R_s = (d-\ell)/\rho_0$. In a series of thick films whose thicknesses are known by other means, a plot of $1/R_s$ against $d$ is a straight line that meets the thickness axis at $\ell$. This requires that $\rho_0$, $\lambda$ and $p$ be the same in all the films. If the grains grow as the film thickens, $\rho_0$ changes along the series and the intercept is no longer $\ell$. The plot can still look straight, so its straightness does not prove that $\rho_0$ was constant. If the measured thickness includes a nonconducting oxide on the film, the oxide adds its own thickness to the intercept.

### The effect on measured film stress

Film stress is often found from the bending of the wafer beneath the film. Let the wafer have thickness $h$ and biaxial modulus $M$, the ratio of stress to strain when both in-plane directions are strained equally. The film carries a mean stress $S$, positive in tension, so it exerts a force $F = Sd$ per unit width. Let $y$ be the height above the middle of the wafer, and let the wafer strain be $e_0+Ky$, where $K$ is the curvature in the sign convention of this strain.

No outside force or moment acts. For $d \ll h$ the film force acts at $y = h/2$, and the two balances are

$$
\int_{-h/2}^{h/2} M(e_0+Ky)\,dy + F = Mhe_0+F = 0, \tag{31}
$$

$$
\int_{-h/2}^{h/2} M(e_0+Ky)\,y\,dy + \frac{Fh}{2}
= \frac{Mh^3K}{12}+\frac{Fh}{2} = 0 . \tag{32}
$$

The second gives $K = -6F/(Mh^2)$. A film in tension shortens the top of the wafer, as the negative sign states. In magnitude this is Stoney's equation,

$$
|S| = \frac{Mh^2|K|}{6d}. \tag{33}
$$

The true lever arm is $(h+d)/2$, so the neglected relative correction is of order $d/h$.

Here $K$ is the change of curvature caused by the film, so any bow of the bare wafer must be measured first and subtracted. This change fixes the force $F$, and a thickness is needed to turn it into a stress. If that thickness is $d_a$, the inferred stress $S_a$ obeys

$$
\frac{S_a}{S} = \frac{d}{d_a} = \frac{\rho}{\rho_0}. \tag{34}
$$

Within the model, the relative error in stress equals the relative increase in resistivity. Surface scattering has not changed the stress; it has made the film look thinner. A thickness found by a method that does not use the current is free of this error.

### A 50 nm film

Consider a titanium nitride film with $d = 50$ nm. The rough values $\rho_0 = 20\ \mu\Omega\,$cm and $n = 5\times10^{22}\ \mathrm{cm^{-3}}$ stand for a well-crystallized film, and $p=0.2$ is chosen. The free-electron wave number is

$$
k_F = (3\pi^2 n)^{1/3}
= (3\pi^2\times 50\ \mathrm{nm^{-3}})^{1/3}
= 11.40\ \mathrm{nm^{-1}}. \tag{35}
$$

With $\hbar$ and the elementary charge $e$ restored, (8) gives $\lambda = \hbar k_F/(ne^2\rho_0)$. Here $\hbar/e^2 = 4108\ \Omega$ and $\rho_0 = 200\ \Omega\,$nm, so

$$
\lambda = \frac{4108\times 11.40}{50\times 200}\ \mathrm{nm}
= 4.68\ \mathrm{nm},
\qquad \kappa = \frac{50}{4.68} = 10.68 . \tag{36}
$$

With this free-electron value of $\lambda$ the film is thick in the required sense. The comparison with real films below shows that titanium nitride itself can have a much longer effective $\lambda$. The leading fraction and the missing thickness are

$$
\delta = \frac{3\times0.8}{8\times10.68} = 0.0281,
\qquad
\ell = 50\,\delta\ \mathrm{nm} = 1.405\ \mathrm{nm} = 14.05\ \text{Å}. \tag{37}
$$

The leading added resistivity is $0.56\ \mu\Omega\,$cm. Including the second-order effect of the inverse, the model gives an increase of 2.89 %, and so $\rho = 20.58\ \mu\Omega\,$cm. The bound on $R$ is below $10^{-6}$ here. The difference between 2.81 % and 2.89 % is therefore the inversion term $\delta^2$, to the digits shown.

The sheet resistance is $R_s = 205.8\ \Omega\,\mathrm{nm}/50\ \mathrm{nm} = 4.116\ \Omega$ per square. Used with the bulk resistivity, it gives $d_a = 48.6$ nm.

Suppose that the film lies on a wafer with the chosen values $M = 150$ GPa and $h = 500\ \mu$m, and that the magnitude of the curvature change is $0.008\ \mathrm{m^{-1}}$. The film force per unit width is

$$
F = \frac{150\times10^9\times(5\times10^{-4})^2\times0.008}{6}
\ \mathrm{N/m} = 50\ \mathrm{N/m}. \tag{38}
$$

Dividing by the true thickness gives $S = 1.000$ GPa. Dividing by the apparent thickness gives 1.029 GPa, which is 2.9 % above the true value. Adding 1.405 nm to the apparent thickness restores 1.000 GPa.

The following values hold $\rho_0$, $\lambda$ and $p$ fixed while the thickness varies. The full values come from numerical quadrature of (15).

| $d$ (nm) | $\delta$ (%) | full increase (%) |
|---:|---:|---:|
| 5 | 28.1 | 33.0 |
| 10 | 14.0 | 15.9 |
| 20 | 7.02 | 7.54 |
| 50 | 2.81 | 2.89 |
| 100 | 1.40 | 1.42 |

At 20 nm, $\delta/(1-\delta)$ is 7.55 %, so the inversion accounts for nearly the whole difference from $\delta$. At 5 nm, where $\kappa$ is close to 1, the same expression gives 39 % and overshoots the full value of 33 %. Electrons that cross the film without a collision, collected in $R$, make up that difference.

### How rough must a diffuse surface be?

The specular fraction can be estimated from surface roughness. Let the height vary slowly along the surface with a Gaussian spread of root-mean-square value $\eta$. A wave reflected from height $\zeta$ gains a phase $2k_F\mu\zeta$. The mean reflected amplitude is $\langle e^{2ik_F\mu\zeta}\rangle = e^{-2k_F^2\mu^2\eta^2}$, and its square is the specular fraction:

$$
p(\mu) = e^{-a\mu^2}, \qquad a = (2k_F\eta)^2 . \tag{39}
$$

The rest is assumed to lose all its drift. This overstates the loss, because a height that varies slowly along the surface, as (39) requires, deflects many electrons through small angles and leaves them much of their drift.

Put (39) into (27) and use $w = \mu^2$, $dw = 2\mu\,d\mu$:

$$
\bar p = 2\int_0^1(1-w)\,e^{-aw}\,dw
= \frac{2(a-1+e^{-a})}{a^2}. \tag{40}
$$

For $\eta = 0.1$ nm, $a = (2\times11.40\times0.1)^2 = 5.20$ and $\bar p = 0.311$. With all the drift of the other electrons lost, the leading fraction for the 50 nm film would be 2.42 % in place of 2.81 %; it is smaller if they keep part of their drift. Roughness well below the film thickness already takes most electrons out of the mirror direction, because the length that matters is the electron wavelength. How much drift they lose also depends on how quickly the height varies along the surface.

### A Fermi surface that is not a sphere

The coefficient $3/8$ belongs to the sphere. Take instead an ellipsoid with mass $m_\parallel$ for motion along the film and $m_\perp$ across it. The argument that led to (25) now gives, for two surfaces,

$$
\ell = (1-p)\,\tau\,
\frac{\langle v_x^2|v_z|\rangle}{\langle v_x^2\rangle}, \tag{41}
$$

where the brackets average over states at the Fermi energy $\varepsilon_F$. Put $k_i = \sqrt{m_i}\,q_i$. In the variables $q_i$ the surface is a sphere of radius $\sqrt{2\varepsilon_F}$, and $v_i = q_i/\sqrt{m_i}$. The averages are those of the sphere, so

$$
\ell = \frac38(1-p)\,\tau\sqrt{\frac{2\varepsilon_F}{m_\perp}} . \tag{42}
$$

Compare this with a sphere at the same $n$ and the same $\rho_0$. The volume in $\mathbf{k}$ contains the factor $(m_\parallel^2m_\perp)^{1/2}(2\varepsilon_F)^{3/2}$. Fixed $n$ therefore makes $\sqrt{2\varepsilon_F}$ proportional to $(m_\parallel^2m_\perp)^{-1/6}$. Fixed $\sigma_0 = n\tau/m_\parallel$ makes $\tau$ proportional to $m_\parallel$. Collecting the powers,

$$
\frac{\ell}{\ell_{\rm sphere}}
= m_\parallel\,(m_\parallel^2m_\perp)^{-1/6}\,m_\perp^{-1/2}
= \left(\frac{m_\parallel}{m_\perp}\right)^{2/3}. \tag{43}
$$

If the mass across the film is twice the mass along it, the factor is 0.630, and the 2.81 % becomes 1.77 %. The shape of the Fermi surface can therefore matter more than the second-order term.

### The real film beside the model

The carrier density used here is close to one electron per titanium atom. The resistivity is a rough value for good material, and many sputtered films are considerably more resistive. The conduction states of titanium nitride have strong titanium d character and do not form a free-electron sphere, so $\lambda = 4.7$ nm is a model value that can be far off. Published fits of (15) to epitaxial TiN(001) films give an effective $\lambda$ near 45 nm at a bulk resistivity near $13\ \mu\Omega\,$cm, about ten times the free-electron value. Keeping that product $\rho_0\lambda$ at $20\ \mu\Omega\,$cm gives $\lambda \approx 29$ nm and $\kappa \approx 1.7$ for the 50 nm film. Such a film is not thick, and (15) with $p=0.2$ gives an increase of about 20 % in place of 2.9 %. The worked numbers above therefore illustrate the model and do not predict a real titanium nitride film. The assumption most plainly broken in polycrystalline films is the absence of grain boundaries. The Mayadas-Shatzkes model for boundaries normal to the current multiplies the collision rate by $1+\alpha/x$, where $x = |v_x|/v$ and $\alpha = \lambda r/[D(1-r)]$ for grain size $D$ and boundary reflection probability $r$. Averaging $x^2$ with the reduced relaxation time gives $\sigma/\sigma_0 = 3\int_0^1x^3/(x+\alpha)\,dx$. For the chosen values $D=50$ nm and $r=0.2$, numerical integration gives a resistivity increase of 3.5 %, without surfaces. This takes $r$ as an effective value for all directions. If $r=0.2$ is instead the reflection probability of a thin barrier at normal incidence, the increase is nearly twice as large, because such a barrier reflects oblique electrons more strongly. Either value is larger than the surface effect, so a measured increase cannot be assigned to the surfaces unless the grains are known.

### Other effects of comparable or smaller size

Temperature must be controlled. With a rough slope of $0.04\ \mu\Omega\,$cm/K, a change of 10 K alters $\rho_0$ by $0.4\ \mu\Omega\,$cm, or 2.0 %. This is most of the surface effect, so $\rho_0$ must refer to the temperature at which $R_s$ is measured.

The stress itself changes the resistance. With a rough biaxial modulus of 500 GPa for the film, a tension of 1 GPa in both in-plane directions gives an in-plane strain of 0.20 %. The number of electrons under unit area falls by twice this strain, because the area grows in both directions. At fixed $\tau$ and mass the sheet conductance is proportional to that number, so $R_s$ rises by 0.40 %. The film also becomes thinner under this tension, so $d/d_a = \rho/\rho_0$, which follows the change of volume, rises by less: about 0.27 % for an isotropic film with Poisson ratio 0.25. A stiffer, denser film would strain less and show a smaller shift. Any change of $\tau$ or of the bands with strain would alter it further.

Thermal smearing is negligible. By (41), the missing length contains one more power of speed than the conductivity. It therefore varies as the average of $\varepsilon^2$ divided by that of $\varepsilon^{3/2}$, both weighted by $-f_0'$. Numerical integration at 300 K, with $\tau$ and the chemical potential fixed at $\varepsilon_F = 4.95$ eV, raises it by 0.006 %.

The wave nature of the electrons splits their motion across the film into about $k_Fd/\pi$ subbands, here 181. Their energy spacing is at most about $\pi v_F/d$ in atomic units, with $v_F = k_F$, while collisions broaden each level by $1/\tau$. The ratio is $\pi\lambda/d = 0.29$, so for $\lambda = 4.7$ nm the levels overlap and the classical treatment across the film is reasonable; with $\lambda$ of tens of nanometres the ratio would exceed 1. The ratio grows as the film becomes thinner, and reaches 1 at $d=\pi\lambda$, or about 15 nm for these parameters. The table entries at 5 and 10 nm lie below this thickness, so they show what the classical model gives and are not predictions for a real film.

All numerical values are calculated from the stated model.
